# Thermal peak conductance of a resonant level at 300 K

## Problem

One orbital level of energy $\varepsilon$ lies between a left and a right contact. It can hold an electron of either spin, and the electrons do not interact. Each contact broadens the level by $\Gamma_L=\Gamma_R=0.1$ meV. The contacts are at temperature $T=300$ K and have the common chemical potential $\mu$, apart from a small applied voltage. A gate moves $\varepsilon$ relative to $\mu$.

(a) Find the largest linear conductance that the gate can produce.

(b) Compare it with the conductance quantum $G_0=2e^2/h$, and state when $G_0$ is the peak conductance of this level at zero temperature.

The word "broadening" needs a convention. A contact $c$ adds a complex self-energy $\Sigma_c$ to the level, and here $\Gamma_c=i(\Sigma_c-\Sigma_c^*)=-2\,\mathrm{Im}\,\Sigma_c$. With this choice $\Gamma_c/\hbar$ is the rate at which an electron on the level escapes into empty contact $c$, and the resonance has full width at half height $\Gamma=\Gamma_L+\Gamma_R=0.2$ meV. The constant $G_0$ includes both spins and has no temperature of its own. Only the conductance of the level depends on temperature.

## First estimate by scaling

Two energies compete: the resonance width $\Gamma=0.2$ meV and the thermal energy $kT=25.85$ meV. Their ratio is $kT/\Gamma\approx129$, so the contacts offer electrons over a range of energies far wider than the level accepts.

Replace the resonance by a rectangle of height one and width $\Gamma$, and the thermal range by a rectangle of width $4kT$. The fraction of the thermal range that passes is

$$\frac{G}{G_0}\sim\frac{\Gamma}{4kT}=0.2\times0.009670=0.00193 .$$

With $G_0=77.48$ µS this gives about $0.15$ µS. The estimate fixes the dependence on $\Gamma/kT$ for equal couplings, but its numerical factor depends on the rectangles chosen.

## Exact solution

### Transmission of the level

Model each contact as a chain of sites with hopping amplitude $-t$. The level is site 0, joined to its neighbours by amplitudes $-v_L$ and $-v_R$. A wave of unit amplitude arrives from the left:

$$\psi_n=e^{ikn}+r e^{-ikn}\ (n\le-1),\qquad \psi_n=\tau e^{ikn}\ (n\ge1),$$

with $E=-2t\cos k$ and $0<k<\pi$. Call the amplitude on the level $d$.

At site $-1$ the Schrödinger equation is $E\psi_{-1}=-t\psi_{-2}-v_Ld$. The wave formula, continued to $n=0$, would satisfy the same equation with $v_Ld$ replaced by $t(1+r)$. The same comparison can be made at site 1. Hence

$$t(1+r)=v_Ld,\qquad t\tau=v_Rd. \tag{1}$$

At the level itself,

$$(E-\varepsilon)d=-v_L(e^{-ik}+re^{ik})-v_R\tau e^{ik}.$$

Equation (1) gives $r=v_Ld/t-1$, so the first bracket is $-2i\sin k+(v_L/t)e^{ik}d$. Inserting this and $\tau=v_Rd/t$, and collecting the terms in $d$, we get

$$(E-\varepsilon-\Sigma_L-\Sigma_R)\,d=2iv_L\sin k,\qquad \Sigma_c=-\frac{v_c^2}{t}e^{ik}.$$

The factor $G^r=1/(E-\varepsilon-\Sigma_L-\Sigma_R)$ is the retarded Green function of the level. From the convention above, $\Gamma_c=(2v_c^2/t)\sin k$. The transmitted amplitude is $\tau=v_Rd/t=(2iv_Lv_R\sin k/t)\,G^r$. The two chains have the same velocity, so the transmission probability is

$$\mathcal T=|\tau|^2=\frac{4v_L^2v_R^2\sin^2k}{t^2}|G^r|^2=\Gamma_L\Gamma_R|G^r|^2 .$$

We now assume wide contact bands: $\Sigma_c$ hardly varies over the energies that matter. Its real part then only shifts the level and is absorbed in $\varepsilon$. What remains is

$$\mathcal T(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+(\Gamma/2)^2}. \tag{2}$$

At $E=\varepsilon$ this equals $4\Gamma_L\Gamma_R/\Gamma^2$, which is one for equal couplings.

### From transmission to conductance

Electrons leaving the left contact in the interval $dk$ contribute a particle current $v\,f_L\mathcal T\,dk/2\pi$ per spin, with velocity $v=dE/(\hbar\,dk)$. The velocity cancels the density of states: $v\,dk/2\pi=dE/h$. Electrons from the right have the same $\mathcal T$, because (2) is unchanged when $L$ and $R$ are exchanged. With two spins, and $e$ the magnitude of the charge,

$$I=\frac{2e}{h}\int\mathcal T(E)\,[f_L(E)-f_R(E)]\,dE. \tag{3}$$

Let the chemical potentials be $\mu\pm eV/2$. To first order in $V$, $f_L-f_R=eV(-\partial f/\partial E)$, so

$$\frac{G}{G_0}=\int\mathcal T(E)\,w(E-\mu)\,dE,\qquad w(x)=\frac{1}{4kT\cosh^2(x/2kT)}. \tag{4}$$

The form of $w$ follows from $f=1/(e^{x/kT}+1)$, whose negative derivative is $e^{x/kT}/[kT(e^{x/kT}+1)^2]$. The window $w$ has unit area, since $f$ falls from one to zero.

### Where the peak lies

Put $\delta=\mu-\varepsilon$ and measure energy from $\varepsilon$. Differentiating (4) and using that $w'$ is odd,

$$\frac{d}{d\delta}\frac{G}{G_0}=-\int_0^\infty w'(u)\,[\mathcal T(\delta+u)-\mathcal T(\delta-u)]\,du .$$

For $\delta>0$ and $u>0$ we have $|\delta+u|>|\delta-u|$, so the bracket is negative. Also $w'(u)<0$. The integrand is positive and the derivative is negative. By symmetry the conductance rises for $\delta<0$. The single maximum is therefore at $\mu=\varepsilon$, at any temperature in this model.

### The integral at the peak

The function $\cosh(x/2)$ has the product form $\prod_{n\ge0}[1+x^2/((2n+1)^2\pi^2)]$. The derivative of its logarithm gives

$$\tanh\frac x2=\sum_{n\ge0}\frac{4x}{x^2+(2n+1)^2\pi^2}.$$

Since $f=\frac12[1-\tanh(E/2kT)]$ for $\mu=0$, setting $x=E/kT$ and $\omega_n=(2n+1)\pi kT$ yields

$$f=\frac12-2kT\sum_{n\ge0}\frac{E}{E^2+\omega_n^2}.$$

The derivative of one term is $(\omega_n^2-E^2)/(E^2+\omega_n^2)^2=-\mathrm{Re}\,(E+i\omega_n)^{-2}$. Thus

$$w(E)=-2kT\sum_{n\ge0}\mathrm{Re}\frac{1}{(E+i\omega_n)^2}.$$

Insert this in (4) with $\gamma=\Gamma/2$. Sum and integral may be exchanged, because each term is at most $1/\omega_n^2$ in size, these bounds have a finite sum, and the Lorentzian has finite area. In the upper half plane $(E+i\omega_n)^{-2}$ has no pole, so the closed contour encloses only the pole of the Lorentzian at $E=i\gamma$:

$$\int_{-\infty}^{\infty}\frac{dE}{(E^2+\gamma^2)(E+i\omega_n)^2}
=\frac{2\pi i}{2i\gamma}\,\frac{1}{(i\gamma+i\omega_n)^2}
=-\frac{\pi}{\gamma(\gamma+\omega_n)^2}.$$

The two minus signs cancel, and

$$\frac{G_{\rm peak}}{G_0}=\frac{2\pi kT\,\Gamma_L\Gamma_R}{\gamma}\sum_{n\ge0}\frac{1}{(\gamma+\omega_n)^2}.$$

Take $2\pi kT$ out of each bracket, which leaves $n+\frac12+a$ with $a=\gamma/(2\pi kT)=\Gamma/(4\pi kT)$. The sum $\sum_{n\ge0}(n+z)^{-2}$ is the trigamma function $\psi'(z)$. The prefactor becomes $\Gamma_L\Gamma_R/(2\pi\gamma kT)$, and with $2\gamma=\Gamma$,

$$\boxed{\;G_{\rm peak}=\frac{2e^2}{h}\,\frac{\Gamma_L\Gamma_R}{\pi\Gamma kT}\,\psi'\!\left(\frac12+\frac{\Gamma}{4\pi kT}\right)\;} \tag{5}$$

### The hot limit and the number asked for

For $\Gamma\ll kT$ we expand in $a$. The leading term is

$$\psi'(\tfrac12)=4\sum_{n\ge0}\frac1{(2n+1)^2}=4\cdot\frac{\pi^2}{8}=\frac{\pi^2}{2}.$$

The next is $-2a\sum(n+\frac12)^{-3}=-16a\sum(2n+1)^{-3}=-14\zeta(3)a$, because the odd terms carry $7/8$ of $\zeta(3)=\sum_{m\ge1}m^{-3}\approx1.202$. Therefore

$$\frac{G_{\rm peak}}{G_0}\simeq\frac{\pi\Gamma_L\Gamma_R}{2\Gamma kT}\left[1-\frac{28\zeta(3)}{\pi^2}\frac{\Gamma}{4\pi kT}\right]. \tag{6}$$

The factor in front is the area under the transmission, $2\pi\Gamma_L\Gamma_R/\Gamma$, times the window height $1/(4kT)$. For our level,

$$\frac{2\pi(0.1)(0.1)}{0.2}=0.31416\ \text{meV},\qquad 0.31416\times0.009670=0.003038 .$$

The correction in (6) is $-0.21\,\%$ of this value. It is negative because the tails of the Lorentzian reach energies where the window is lower than at its centre. The full formula (5), with argument $0.500616$, gives $0.003032$, and direct numerical integration of (4) gives the same digits. Hence

$$G_{\rm peak}=0.003032\times77.48\ \text{µS}=0.235\ \text{µS},$$

or a resistance of $4.26$ MΩ. This answers (a). If the stated $0.1$ meV were instead the half-width due to each contact, both $\Gamma_c$ would double and the peak would be $0.469$ µS.

### The cold limit

For $kT\ll\Gamma$, $a$ is large and the sum in (5) approaches an integral. With $h(u)=(u+a)^{-2}$, the midpoint rule and its first correction give

$$\sum_{n\ge0}h(n+\tfrac12)\simeq\int_0^\infty h\,du+\frac{h'(0)}{24}=\frac1a-\frac1{12a^3}.$$

Putting $a=\Gamma/(4\pi kT)$ into (5),

$$\frac{G_{\rm peak}}{G_0}\simeq\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\left[1-\frac{4\pi^2}{3}\left(\frac{kT}{\Gamma}\right)^2\right]. \tag{7}$$

At zero temperature the peak is $4\Gamma_L\Gamma_R\,G_0/\Gamma^2$. It equals $G_0$ if $\Gamma_L=\Gamma_R$, and is smaller otherwise, since $\Gamma^2-4\Gamma_L\Gamma_R=(\Gamma_L-\Gamma_R)^2$. This answers the second part of (b). For the comparison, the 300 K peak is smaller than $G_0$ by a factor of $330$.

## Comparison of the two

The scaling estimate gave $0.00193$ and the exact result is $0.00303$, larger by a factor of $1.57$. The hot limit explains this factor. For equal couplings the Lorentzian has area $\pi\Gamma/2$, whereas the rectangle had area $\Gamma$. The window height $1/(4kT)$ was already right, so the estimate misses a factor $\pi/2$, apart from the small width correction.

The small conductance does not mean that the level has become opaque. Its transmission at $E=\varepsilon$ is still one. The electrons that respond to the voltage are spread over an energy range of order $kT$, and most of them arrive where the transmission is small. Cooling concentrates them on the resonance. The peak reaches half of $G_0$ at $1.15$ K, where $kT$ is about $\Gamma/2$.

**Unequal contacts.** The two limits depend differently on the couplings. Hold $\Gamma_L=0.1$ meV and raise $\Gamma_R$ to $0.3$ meV. The cold peak falls to $4(0.1)(0.3)/0.4^2=0.75$ of $G_0$, because reflection no longer cancels at resonance. The hot peak depends on $\Gamma_L\Gamma_R/\Gamma$, which rises from $0.05$ to $0.075$ meV, so to leading order it grows by half. When hot, the two contacts act like two escape rates in series, and a faster second step helps.

**Detuning.** When $\Gamma\ll kT$ and $\mu$ is within a few $kT$ of the level, the resonance samples the window at one energy. The conductance then follows $\cosh^{-2}[(\mu-\varepsilon)/2kT]$. It is halved when the hyperbolic cosine is $\sqrt2$, so the full width is $4kT\,\mathrm{arcosh}\sqrt2=91$ meV. This is a thermal width and says almost nothing about $\Gamma$.

**Finite voltage.** With the level midway between the two chemical potentials, $f_L-f_R=\tanh(eV/4kT)$ at $E=\varepsilon$. For a narrow level with $\Gamma\ll kT$, linear response therefore needs $eV\ll4kT$. At 10 mV the ratio $I/V$ is $0.31\,\%$ below its small-voltage value.

## How far this describes a silicon device

A silicon device to compare with is a single-electron transistor that works at room temperature, which needs a dot of only a few nanometres. Take a rough box of $5\times5\times3$ nm in oxide, with rough masses of $0.92$ and $0.19$ electron masses along and across each valley axis. The broadening of $0.1$ meV is a chosen value. In a device it depends strongly on the barriers.

The assumption that fails most clearly is the absence of interaction. A sphere with the volume of the box, in oxide of relative permittivity $3.9$, has capacitance $C=1.14$ aF and charging energy $e^2/C=141$ meV, or $5.5\,kT$. This treats the dot as a metal sphere and is good only to some tens of meV: a metal box of the stated shape gives about $130$ meV, and two electrons in the lowest state of a hard-walled silicon sphere (permittivity $11.7$) give about $178$ meV. Nearby gates lower the energy. To see its effect, let charging forbid a second electron altogether. Let $f$ be the Fermi function at the level without voltage, and $f\pm\eta$ its values in the left and right contacts. If $p_0$ and $p_1$ are the probabilities of zero and one electron, balance for equal couplings requires

$$2p_0f=p_1(1-f)\ \Rightarrow\ p_0=\frac{1-f}{1+f},\quad p_1=\frac{2f}{1+f}.$$

The factor 2 counts the spins that may enter. The current from the left is

$$\frac{e\Gamma_L}{\hbar}\left[2p_0(f+\eta)-p_1(1-f-\eta)\right]=\frac{e\Gamma_L}{\hbar}\,\frac{2\eta}{1+f}.$$

Without interaction each spin is filled with probability $f$ and carries $e\Gamma_L\eta/\hbar$, giving $2\eta$ in place of $2\eta/(1+f)$. Since $\eta$ is proportional to $f(1-f)$, we compare the maxima of $2f(1-f)/(1+f)$ and $2f(1-f)$. With $u=1+f$ the first is $2(3-u-2/u)$, which is largest at $u=\sqrt2$ and equals $2(3-2\sqrt2)$. The second is at most $1/2$. Strong charging thus multiplies the hot peak by $4(3-2\sqrt2)=0.686$. Rate equations that allow double occupation, with the 141 meV above, give $0.689$.

Silicon also has several conduction-band valleys. Two degenerate valleys with equal, independent couplings would double the noninteracting peak. With the same charging energy for every pair of electrons, and counting only these four spin-valley states, the highest peak is $1.22$ times the one-valley noninteracting value. For hard walls and parabolic bands, the next level of the same valleys along the height lies $136$ meV up, and the other four valleys start $112$ meV up. With $\mu$ held at the lowest level, adding the contributions of all the hard-wall box levels without charging, each with the same couplings $\Gamma_L$ and $\Gamma_R$, gives $2.28$ times the one-valley noninteracting peak in the limit $\Gamma\ll kT$. Stronger coupling of the higher levels would raise this number. It is also sensitive to the walls. A finite barrier of $3.1$ eV, treated separately along each axis, lowers the gap to the other valleys to about $70$ meV if the silicon masses are kept in the oxide and to about $50$ meV for an oxide mass of $0.5$, and the sum rises to about $3$ and $4$. Band nonparabolicity raises it further.

Phonons scatter electrons on the level. Represent them by a third contact that returns every electron at its own energy, with broadening $\Gamma_\phi$. With $D=(E-\varepsilon)^2+(\Gamma+\Gamma_\phi)^2/4$, the direct and returned parts add to

$$\frac{\Gamma_L\Gamma_R}{D}+\frac{\Gamma_\phi}{D}\frac{\Gamma_L\Gamma_R}{\Gamma}=\frac{\Gamma_L\Gamma_R}{\Gamma}\,\frac{\Gamma+\Gamma_\phi}{D}.$$

The line is broader, but its area is still $2\pi\Gamma_L\Gamma_R/\Gamma$. A scattering time of $0.1$ ps, the order of magnitude for bulk silicon at room temperature and not a value derived for the dot, gives $\Gamma_\phi=\hbar/(0.1\ \text{ps})=6.6$ meV, which would dominate the width and yet lowers the 300 K peak by only $6.5\,\%$. Energy exchange with the phonons is left out of this estimate.

Two further conditions concern use. At $358$ K, with the couplings fixed, the peak falls to $0.197$ µS. Electrons may also pass over the barriers: one fully open channel there stays below $1\,\%$ of the peak if the barrier top is more than $269$ meV above $\mu$. Oxide barriers, roughly 3 eV high, meet this easily, but a barrier formed by a narrow silicon constriction may not.

For such a dot, then, $0.235$ µS is a reference value for one noninteracting level. In the estimates above, which take the valleys to be coupled independently, charging and two degenerate valleys change it by tens of per cent up to a factor of two. Valleys that share a contact channel can interfere. If two degenerate valleys couple with equal amplitudes to one contact, and with amplitudes of equal size but opposite sign to the other, the two paths cancel and the noninteracting conductance vanishes. This cancellation is fragile. It needs a valley splitting $\Delta\ll\Gamma$: for $\Delta,\Gamma\ll kT$ the conductance is $2\Delta^2/(\Delta^2+\Gamma^2)$ times the one-valley peak, already $1.9$ at $\Delta=1$ meV. A dephasing width of $6.6$ meV acting separately on each valley restores about $1.8$ even without splitting. The cold comparison needs a separate treatment: the rate equations used above for charging require $\Gamma\ll kT$, so they do not show what becomes of the zero-temperature peak or of the half-value temperature of $1.15$ K when the electrons interact. The values for the single level and the hard-wall box are collected in the numerical output below.

## Numbers as computed

```
temperature: 300 K
thermal energy kT: 25.852 meV
broadening per contact: 0.1 meV
total full width: 0.2 meV
kT / total width: 129.3
conductance quantum 2e^2/h: 77.481 uS
zero-temperature peak / (2e^2/h): 1.0000
area under transmission: 0.31416 meV
thermal window height 1/(4kT): 0.009670 1/meV
simple peak / (2e^2/h): 0.003038
simple peak conductance: 0.2354 uS
trigamma argument: 0.500616
full peak / (2e^2/h): 0.003032
same by quadrature: 0.003032
full peak conductance: 0.2349 uS
peak resistance: 4.257 Mohm
reduction (2e^2/h) / peak: 329.8
first width correction: -0.210 %
thermal line full width at half height: 91.1 meV
temperature where peak is half of 2e^2/h: 1.148 K
peak if 0.1 meV is a half-width: 0.4688 uS
peak at 358.15 K: 0.1968 uS
rough dot size: 5 x 5 x 3 nm
rough masses heavy, light: 0.92, 0.19 m_e
oxide relative permittivity: 3.9
equal-volume sphere radius: 2.62 nm
sphere capacitance: 1.14 aF
charging energy e^2/C: 141 meV
charging energy / kT: 5.46
peak factor, charging, one valley: 0.689
peak factor, very strong charging: 0.686
peak factor, no charging, two valleys: 2.000
highest-peak factor, charging, two valleys: 1.222
next level along height, same valley: 136 meV
gap to the other four valleys: 112 meV
factor, all box levels, no charging: 2.283
rough dephasing time: 0.1 ps
dephasing width: 6.58 meV
peak change by dephasing: -6.52 %
bias for nonlinearity check: 10 mV
change of I/V at that bias: -0.31 %
barrier for 1 % over-barrier share: 269 meV
```
